# Logarithmic oxide growth from independent sites with a uniform band of barriers

## What a shift of the energy scale already fixes

Let oxygen react with sites in silicon, each site once, at the rate

$$k(E)=\nu e^{-E/k_BT},$$

where $E$ is the activation energy of the site and $\nu$ an attempt rate common to all sites. After a time $t$ at constant temperature, the state of a site depends on the product

$$k(E)\,t=\exp\left[-\frac{E-k_BT\ln(\nu t)}{k_BT}\right].$$

Multiplying the time by $\lambda$ therefore has the same effect as lowering every barrier by $k_BT\ln\lambda$. Plotted against $E$, the reacted fraction is a smooth step from one to zero, and this step moves rigidly to higher energy by $k_BT\ln\lambda$.

Suppose that the sites are spread uniformly in energy, and let $G$ be the oxide thickness that they contribute per unit of energy. While the step is far from the edges of the band, its motion adds the thickness

$$X(\lambda t)-X(t)=G\,k_BT\ln\lambda .$$

The growth is thus logarithmic in time, with a slope proportional to absolute temperature if $G$ does not depend on temperature. The dimensions agree: $G$ in nm/eV times $k_BT$ in eV is a length. The argument leaves open the additive constant and the effect of the band edges.

The band runs from $E_1$ to $E_2$, with width $W=E_2-E_1\gg k_BT$. All sites are exposed to oxygen from $t=0$, the supply of oxygen does not limit the reaction, and no site affects another. $X$ is the mean thickness grown since $t=0$. Two dimensionless times belong to the edges:

$$x_i=\nu t\,e^{-E_i/k_BT},\qquad i=1,2 .$$

## First derivation: adding reacted fractions

The probability $p$ that a site is still unreacted obeys $dp/dt=-kp$ with $p(0)=1$, so $p=e^{-kt}$. The reacted fraction is $1-e^{-kt}$, and the sum over sites is

$$X(t)=G\int_{E_1}^{E_2}\left(1-e^{-k(E)t}\right)dE .$$

Take $s=k(E)t$ as the new variable. From $\ln s=\ln(\nu t)-E/k_BT$ follows $dE=-k_BT\,ds/s$. The limits $E_1,E_2$ become $x_1,x_2$, with $x_1>x_2$, and the minus sign reverses their order:

$$X=G\,k_BT\int_{x_2}^{x_1}\frac{1-e^{-s}}{s}\,ds
=G\,k_BT\left[\mathrm{Ein}(x_1)-\mathrm{Ein}(x_2)\right],$$

$$\mathrm{Ein}(x)=\int_0^x\frac{1-e^{-s}}{s}\,ds .$$

For large $x$, split the integral at $s=1$:

$$\mathrm{Ein}(x)=\int_0^1\frac{1-e^{-s}}{s}ds+\ln x-\int_1^x\frac{e^{-s}}{s}ds .$$

Extending the last integral to infinity changes the result by less than $e^{-x}/x$. The constant that remains is found by parts, with $ds/s=d\ln s$. The boundary terms vanish at $s=0$, $1$ and $\infty$, so

$$\int_0^1\frac{1-e^{-s}}{s}ds-\int_1^\infty\frac{e^{-s}}{s}ds
=-\int_0^\infty e^{-s}\ln s\,ds=\gamma .$$

The last integral is $\Gamma'(1)=-\gamma$, where $\gamma\approx0.577$ is Euler's constant. Hence $\mathrm{Ein}(x)\simeq\ln x+\gamma$ for $x\gg1$, while $\mathrm{Ein}(x)\simeq x$ for $x\ll1$.

In the regime $x_1\gg1\gg x_2$, the upper edge contributes nothing at leading order. Inserting $\ln x_1=\ln(\nu t)-E_1/k_BT$ gives

$$\boxed{X=G\left[k_BT\left(\ln\nu t+\gamma\right)-E_1\right]}$$

The two other limits follow from the same formula. When both $x_i\ll1$, growth is linear, $X\simeq Gk_BT(x_1-x_2)$. When both are large, the logarithms subtract to $\ln(x_1/x_2)=W/k_BT$, and $X$ saturates at $GW$: all sites have been used.

## Second derivation: a random threshold for each site

Now follow a single site instead of a population. Its waiting time is $\tau=\xi/k(E)$, where $\xi$ is a random number with probability density $e^{-\xi}$. The site has reacted by time $t$ if $\tau<t$, that is, if $\xi<\nu t\,e^{-E/k_BT}$. Taking logarithms and solving for $E$ turns this into

$$E<\varepsilon,\qquad \varepsilon=k_BT\left(\ln\nu t-\ln\xi\right).$$

Each site compares its barrier with a threshold $\varepsilon$ that rises with $\ln t$. For a given $\xi$, the sites below threshold contribute $G(\varepsilon-E_1)$, provided that $\varepsilon$ lies in the band. If it practically always does, the average over $\xi$ is

$$X=G\left[k_BT\left(\ln\nu t-\langle\ln\xi\rangle\right)-E_1\right].$$

The moments $\langle\xi^a\rangle=\int_0^\infty\xi^ae^{-\xi}d\xi=\Gamma(1+a)$ supply the mean. Since $\ln\Gamma(1+a)=-\gamma a+\pi^2a^2/12+\dots$ generates the cumulants of $\ln\xi$, its mean is $-\gamma$ and its variance $\pi^2/6$. The boxed law is recovered.

The edges enter simply. A threshold below $E_1$ contributes zero and one above $E_2$ contributes $GW$. Both are constant in time, so thresholds inside the band alone contribute to the slope, each with $d\varepsilon/d\ln t=k_BT$. The condition $E_1<\varepsilon<E_2$ means $x_2<\xi<x_1$, which has probability $e^{-x_2}-e^{-x_1}$. Therefore

$$\frac{dX}{d\ln t}=G\,k_BT\left(e^{-x_2}-e^{-x_1}\right),$$

in agreement with differentiation of the Ein formula, where $dx_i/d\ln t=x_i$. For a wide band, the slope first comes within 1% of $Gk_BT$ at $x_1=-\ln0.01=4.61$ and leaves that range at $x_2=-\ln0.99=0.01005$.

## What each derivation assumes

As given, both assume independent, exposed sites, a common $\nu$ and constant temperature. They differ in what else they use, and so in how they extend.

The first uses exponential decay of the unreacted population. The second needs less for the slope: if $\xi$ had another distribution, the same for all sites and with finite $\langle\ln\xi\rangle$, the constant would change but the slope would remain $Gk_BT$, as long as the thresholds lie inside the band; a broader distribution shortens that window.

The second also shows what a non-uniform density $G(E)$ does. The slope becomes $k_BT\langle G(\varepsilon)\rangle$. The threshold has mean $E^*=k_BT(\ln\nu t+\gamma)$ and variance $\pi^2(k_BT)^2/6$, so a Taylor expansion about $E^*$ gives

$$\frac{dX}{d\ln t}=k_BT\left[G(E^*)+\frac{\pi^2}{12}(k_BT)^2G''(E^*)+\dots\right].$$

To leading order the slope reads the density at the reaction front $E^*$. A uniform density is what makes it constant in time.

A spread of $\nu$ unrelated to the barrier only widens the scatter of the thresholds, and leaves the slope unchanged while they stay within the uniform band. A prefactor tied to the barrier does change the slope. Let the attempt rate rise with the barrier as $\nu e^{E/E_c}$, with $E_c>k_BT$. The threshold condition becomes $E(1-k_BT/E_c)<k_BT(\ln\nu t-\ln\xi)$, and the slope is $Gk_BT/(1-k_BT/E_c)$, no longer proportional to $T$. A common $\nu$ that depends on temperature or pressure is harmless to the slope in $\ln t$: it shifts the line.

The first derivation, in turn, keeps the whole population of unreacted sites. This makes a change of temperature during growth easy to follow. The second can treat it too, if $\xi$ is compared with $\int k\,dt$ instead of $kt$.

## A barrier that appears to grow with thickness

In the logarithmic regime $dX/dt=Gk_BT/t$. Solving the boxed law for $1/t$ and inserting it gives

$$\frac{dX}{dt}=G\,k_BT\,\nu e^{\gamma}\exp\left[-\frac{E_1+X/G}{k_BT}\right].$$

This looks like a barrier that rises by $1/G$ per unit thickness, although no site has such a barrier. The apparent rise comes from the easy sites being used up first.

Conversely, take this equation as a law of its own, with a real thickness-dependent barrier. Separating variables with $X(0)=0$ gives $X=Gk_BT\ln(1+e^\gamma x_1)$, which for $x_1\gg1$ is again the boxed law. A logarithmic isotherm with slope proportional to $T$ therefore does not show which picture holds.

A temperature jump can separate them. Grow for a time $t_1$ at $T_1$, then switch to $T_2$, and put $r=T_1/T_2$. The survivors carry the factor $e^{-k(T_1)t_1}$ and now react at $k(T_2)$. With $s=\nu t_1e^{-E/k_BT_1}$ one has $k(T_2)=\nu(s/\nu t_1)^r$, so for a front far from both edges

$$\left.\frac{dX}{dt}\right|_{\rm jump}=Gk_BT_1\,\nu(\nu t_1)^{-r}\int_0^\infty s^{r-1}e^{-s}ds
=Gk_BT_1\,\nu(\nu t_1)^{-r}\,\Gamma(r).$$

At the same thickness, $E_1+X/G=k_BT_1(\ln\nu t_1+\gamma)$. The isothermal rate at $T_2$ is then $Gk_BT_2\,\nu e^{\gamma(1-r)}(\nu t_1)^{-r}$. Dividing, and using $r\Gamma(r)=\Gamma(1+r)$,

$$\frac{\text{rate after jump}}{\text{isothermal rate}}=\Gamma(1+r)\,e^{\gamma(r-1)} .$$

If the rate were a function of $X$ and $T$ alone, this ratio would be one. Here the population remembers $T_1$, because the width of its front is proportional to the temperature at which it was formed.

Activation energies carry the same memory. With $\beta=1/k_BT_2$ and $r=\beta k_BT_1$, a small jump gives

$$-\frac{d}{d\beta}\left[-r\ln\nu t_1+\ln\Gamma(r)\right]_{r=1}=k_BT_1(\ln\nu t_1+\gamma)=E_1+\frac{X}{G},$$

since $\Gamma'(1)/\Gamma(1)=-\gamma$. Comparing isotherms at equal $X$ gives $E_1+X/G+k_BT$ instead; the extra term comes from the factor $k_BT$ in the isothermal rate. Both results hold $\nu$ independent of temperature.

## Numbers for a thin dry oxide near 900 K

Take the round model parameters $G=2$ nm/eV, $E_1=1.4$ eV, $E_2=2.7$ eV and $\nu=2\times10^7$ s$^{-1}$. At 900 K, $k_BT=0.07756$ eV, and the band is 16.8 times as wide. After 100 s, $\ln(\nu t)=\ln(2\times10^9)=21.42$, so

$$E^*=0.07756\,(21.42+0.577)=1.706\ \text{eV},$$

$$X=2\,(1.706-1.4)=0.61\ \text{nm}.$$

After $10^4$ s the front stands at 2.063 eV and $X=1.33$ nm. Direct integration over the sites gives these isotherms:

| $T$ (K) | $X$ at 100 s (nm) | $X$ at $10^4$ s (nm) | nm per decade |
|---|---|---|---|
| 850 | 0.422 | 1.097 | 0.337 |
| 900 | 0.611 | 1.326 | 0.357 |
| 950 | 0.801 | 1.555 | 0.377 |

At 900 K the formula gives $Gk_BT\ln10=0.1551\times2.303=0.357$ nm per decade. The slopes at 950 and 850 K have the ratio 1.12, as do the temperatures.

The edge time $e^{E_1/k_BT}/\nu$ is 3.46 s, so the slope comes within 1% of its plateau at $4.61\times3.46\approx16$ s. It stays there until $6.6\times10^5$ s, a span of 4.6 decades. The front is not sharp: the reacted fraction falls from 90% to 10% over $k_BT\ln(2.303/0.1054)=3.08\,k_BT=0.24$ eV. An attempt rate ten times smaller, as at a tenth of the pressure if $\nu$ is proportional to pressure, removes 0.36 nm at 1000 s and leaves the slope unchanged.

The apparent barrier rises by $1/G=0.5$ eV/nm. The law with a real barrier of this form differs from the site model by 0.003 nm at 100 s and by less than 0.0001 nm at $10^4$ s. The two part again when the site model begins to saturate. At $X=1$ nm and 900 K, a small jump measures $1.4+0.5=1.90$ eV, while neighbouring isotherms give 1.98 eV. A jump from 850 to 950 K after 1000 s leads to a rate 0.903 times that of the 950 K isotherm at the same thickness.

The uniform density is a sensitive assumption. A Gaussian density with the same total, mean and variance gives slopes of 0.139 nm per unit of $\ln t$ at 100 s and 0.207 nm at $10^4$ s, a rise of 49%, because the front moves towards its maximum at 2.05 eV. A prefactor growing with the barrier, with $E_c=1$ eV, raises the slope at 900 K by 8.4%.

## How far this can describe silicon

The example is meant for thin dry oxidation in about 760 Torr of oxygen, at a temperature that is low for this process. The size of $\nu$ is plausible: a rough vibration rate of $10^{13}$ s$^{-1}$, times the rough number $2.3\times10^{-6}$ of dissolved O$_2$ molecules per SiO$_2$ unit, is $2.3\times10^7$ s$^{-1}$. The values of $G$ and of the band edges are choices, not measured properties of silicon.

With rough diffusion data, the reaction uses 7% of the oxygen flux that the oxide could carry at 100 s, and 0.2% at $10^4$ s. Earlier the share is larger, with a maximum of about 23% near 8 s when the slowing of the reaction by depleted oxygen is included. The oxygen at the interface is reduced by this share, which is proportional to $X\,dX/dt$. Its integral over time, the exposure lost, is therefore the share times $X/(2\,dX/dt)$, or about 14 s of the first 100 s. This costs about 0.02 nm at 100 s. These figures take the surface as bare at $t=0$, so that oxygen crosses only the oxide grown since. With 1 nm of oxide already present, the share at 100 s is about 26% and the loss about 0.1 nm, and oxygen supply is then no longer negligible at early times. Ordinary linear growth at the interface, which renews its sites, is roughly 0.025 nm/h for the (100) face, a thick-oxide rate extrapolated to 900 K; for the (111) face it is about 0.04 nm/h. It adds 0.07 nm by $10^4$ s, when it already raises the slope in $\ln t$ by about 45%, and equals the logarithmic rate after about 6 h. The later part of the 4.6 decades would therefore be hidden by it.

The gravest assumption is that all sites are exposed from the start. The band holds 2.6 nm of oxide, made from about 8.4 atomic layers of silicon, and deep layers are covered by those above. Suppose that an atom can react only after all atoms above it in its column. Let $q=X/(GW)$ be the reacted fraction for exposed sites and $L$ the number of layers. Depth $j$ is then reached if $j$ independent barriers all lie below threshold, with probability about $q^j$, so that

$$X_{\rm layered}\approx\frac{GW}{L}\sum_{j=1}^{L}q^j .$$

This neglects the adding up of waiting times within a column. Its slope in $\ln t$ grows with $q$, so the law is no longer logarithmic. Random sampling of eight layers, with waiting times added, gives 0.10 nm instead of 0.61 nm at 100 s, and 0.33 nm instead of 1.33 nm at $10^4$ s. Logarithmic growth in this model thus rests on the exposure of the sites as well as on the uniform band. With strict layer-by-layer access, the slope in $\ln t$ rises as the oxide grows, until the band begins to run out. A nanometre then takes about $10^6$ s at 900 K, long after linear growth has taken over. For this uniform band to describe logarithmic growth of a nanometre in silicon, oxygen must reach most of the eight layers at once. If only the four topmost unreacted atoms of each column are exposed, the slope grows by a factor of about 1.85 between 0.2 and 1 nm. With all eight exposed the factor is about 1.2, because 0.2 nm is still close to the lower band edge. The numerical output below lists some, but not all, of the values behind these estimates. Its oxygen loss of 0.012 nm at 100 s uses only the share at that moment, whereas the 0.02 nm given above includes the larger share at earlier times.

## Computed values

```
G = 2.0 nm/eV, band 1.4 to 2.7 eV
attempt rate nu = 2.0e+07 1/s
total thickness in band = 2.60 nm
kT at 900 K = 0.07756 eV
band width / kT = 16.76
edge times at 900 K: 3.46 s and 6.58e+07 s
slope within 1%: 15.9 s to 6.61e+05 s
that is 4.62 decades
T (K) | X(100 s), X(1e4 s) (nm) | nm/decade | nm/decade/K
850 | 0.4219, 1.0966 | 0.3373 | 3.9684e-04
900 | 0.6115, 1.3258 | 0.3571 | 3.9683e-04
950 | 0.8010, 1.5548 | 0.3769 | 3.9676e-04
slope G*kT at 900 K = 0.1551 nm per unit ln t
front energy at 1e+02 s = 1.7057 eV
front energy at 1e+04 s = 2.0629 eV
front width (90% to 10% reacted) = 0.2392 eV
front width / kT = 3.084
thickness lost if nu is 10 times smaller = 0.3572 nm
Gaussian density: slope at 1e+02 s = 0.1390 nm
Gaussian density: slope at 1e+04 s = 0.2074 nm
prefactor ~ exp(E/1 eV): slope up 8.40 %
apparent barrier rise = 0.50 eV/nm
barrier model minus sites at 1e+02 s = 3.0e-03 nm
barrier model minus sites at 1e+04 s = 5.4e-05 nm
time to reach 1.0 nm at 900 K = 1224 s
activation energy there, isotherms = 1.9775 eV
activation energy there, small jump = 1.9000 eV
jump 850 to 950 K after 1000 s, at X = 0.7593 nm
rate after jump = 1.909e-03 nm/s
950 K isotherm at same X (77.5 s) = 2.113e-03 nm/s
ratio of the two rates = 0.9034
rough O2 per SiO2 unit = 2.3e-06
rough vibration rate times that = 2.3e+07 1/s
rough O2 diffusivity at 900 K = 5.7e-11 cm2/s
demand/supply of O2 at 1e+02 s = 7.3e-02, loss 1.2e-02 nm
demand/supply of O2 at 1e+04 s = 1.6e-03, loss 2.5e-04 nm
rough linear interface growth = 0.0253 nm/h
  adds by 1e4 s: 0.070 nm
  equals logarithmic rate at 6.1 h
silicon layers in band = 8.43, sampled 8
at 1e+02 s: all exposed 0.611 nm, layer by layer 0.097 nm
at 1e+04 s: all exposed 1.326 nm, layer by layer 0.326 nm
```
